# An optical amplifier at transparency still adds noise: a numerical check

```python
# RESULT UNDER TEST: a pumped medium with zero net gain still adds noise.
# With emission coefficient a, removal coefficient b = a and length L, a
# coherent input of mean n0 photons leaves with mean n0 + N and variance
# n0 + 2*N*n0 + N + N**2, where N = a*L (one mode, one polarization).
# The semiconductor example finds a from band filling at transparency.
# Energies are in eV, lengths in cm, densities in cm^-3 unless stated.
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.special import expit
from scipy.stats import poisson

q = const.e
k_eV = const.k / q
wavelength_nm = 1550.0
photon = const.h * const.c / (wavelength_nm * 1e-9) / q
gap0, T0 = 0.77, 300.0
m_e, m_hh, m_lh = 0.045, 0.45, 0.052
alpha_ref, excess_ref = 5000.0, 0.030   # empty-band absorption, reference
confinement, length = 0.05, 0.05
bandwidth, signal_W = 12.5e9, 1e-5

# ---------- semiconductor model ----------
t_grid = np.linspace(0.0, 9.0, 1801)
dt = t_grid[1] - t_grid[0]


def band_density(mass, eta, T):
    """Carriers in a parabolic band; eta = (Fermi level - edge)/kT."""
    states = 2 * (mass * const.m_e * const.k * T
                  / (2 * np.pi * const.hbar**2))**1.5 * 1e-6
    integral = np.sum(2 * t_grid**2 * expit(eta - t_grid**2)) * dt
    return states * 2 / np.sqrt(np.pi) * integral


def fermi_levels(split, gap, T):
    """Reduced electron and hole levels for a neutral crystal."""
    total = (split - gap) / (k_eV * T)
    eta_e = brentq(lambda x: band_density(m_e, x, T)
                   - band_density(m_hh, total - x, T), -25, 25, xtol=1e-12)
    return eta_e, total - eta_e


def occupations(E, levels, gap, T, m_h=m_hh):
    """Electron occupation and hole occupation at photon energy E."""
    e_part = (E - gap) * m_h / (m_e + m_h)
    h_part = (E - gap) * m_e / (m_e + m_h)
    return (expit(levels[0] - e_part / (k_eV * T)),
            expit(levels[1] - h_part / (k_eV * T)))


def coefficients(E, levels, gap, T):
    """Modal stimulated emission and absorption coefficients."""
    f_e, f_h = occupations(E, levels, gap, T)
    empty = confinement * alpha_ref * np.sqrt((E - gap) / excess_ref)
    return empty * f_e * f_h, empty * (1 - f_e) * (1 - f_h)


levels = fermi_levels(photon, gap0, T0)
density = band_density(m_e, levels[0], T0)
f_c, f_hole = occupations(photon, levels, gap0, T0)
a, b = coefficients(photon, levels, gap0, T0)
N = a * length
assert abs(a - b) < 1e-8 * a
assert abs(f_c - (1 - f_hole)) < 1e-9
for E in (0.78, 0.83, 0.88):
    em, ab = coefficients(E, levels, gap0, T0)
    assert abs(ab / em / np.exp((E - photon) / (k_eV * T0)) - 1) < 1e-8

# Product of a diverging inversion factor and a vanishing gain.
limit_rows = []
for offset_meV in (10.0, 1.0, 0.01):
    lev = fermi_levels(photon + offset_meV * 1e-3, gap0, T0)
    em, ab = coefficients(photon, lev, gap0, T0)
    factor = em / (em - ab)
    gain_minus_1 = np.expm1((em - ab) * length)
    limit_rows.append((offset_meV, factor, gain_minus_1,
                       factor * gain_minus_1))
assert abs(limit_rows[-1][3] / N - 1) < 2e-3

# ---------- photon statistics from the rate matrix ----------
size = 260
number = np.arange(size)


def evolve(p_start, stimulated, spontaneous, removal):
    """Photon distribution after the medium; arguments are rate*length."""
    up = stimulated * number + spontaneous
    up[-1] = 0.0
    down = removal * number
    matrix = np.diag(-(up + down)) + np.diag(up[:-1], -1)
    matrix = matrix + np.diag(down[1:], 1)
    return expm(matrix) @ p_start


def moments(p):
    mean = p @ number
    return mean, p @ (number - mean)**2


for n_test in (4.0, 12.0):
    p_test = evolve(poisson.pmf(number, n_test), N, N, N)
    mean, var = moments(p_test)
    assert abs(mean - n_test - N) < 1e-6
    assert abs(var - (n_test + 2 * N * n_test + N + N**2)) < 1e-5
n_small = 4.0
p_in = poisson.pmf(number, n_small)
p_out = evolve(p_in, N, N, N)
mean_full, var_full = moments(p_out)
mean_stim, var_stim = moments(evolve(p_in, N, 0.0, N))
mean_spon, var_spon = moments(evolve(p_in, 0.0, N, 0.0))
assert abs(mean_stim - n_small) < 1e-6
assert abs(var_stim - n_small * (1 + 2 * N)) < 1e-5
assert abs(mean_spon - n_small - N) < 1e-6
assert abs(var_spon - n_small - N) < 1e-6

# An empty guide is noiseless; a medium with gain follows the mean law.
assert abs(moments(evolve(p_in, 0.0, 0.0, 0.0))[1] - n_small) < 1e-9
G = np.exp(0.3 * N)
mean_gain = moments(evolve(p_in, N, N, 0.7 * N))[0]
assert abs(mean_gain - G * n_small - (G - 1) / 0.3) < 1e-6

# Thermal equilibrium must reproduce the Planck distribution mean.
x = 0.8
p_eq = evolve(p_in, 40.0, 40.0, 40.0 * np.exp(x))
boltzmann = np.exp(-x * number)
assert abs(p_eq @ number - boltzmann @ number / boltzmann.sum()) < 1e-6

# Fixed field plus complex Gaussian field, followed by photon counting.
u = np.linspace(-8, 8, 161)
U, V = np.meshgrid(u, u)
weight = np.exp(-U**2 - V**2) * (u[1] - u[0])**2 / np.pi
intensity = (np.sqrt(n_small) + np.sqrt(N) * U)**2 + N * V**2
p_field = np.array([np.sum(weight * poisson.pmf(n, intensity))
                    for n in range(40)])
field_error = np.max(np.abs(p_field - p_out[:40]))
assert field_error < 1e-8
for s in (0.2, 0.5, 0.9):
    generating = np.exp(-n_small * s / (1 + N * s)) / (1 + N * s)
    assert abs(((1 - s)**number) @ p_out - generating) < 1e-8

# ---------- random individual events ----------
rng = np.random.default_rng(7)
runs = 100000
photons = rng.poisson(n_small, runs)
place = np.zeros(runs)
events = np.zeros((3, runs))   # stimulated, absorbed, spontaneous
active = np.arange(runs)
while active.size:
    rate = 2 * photons[active] + 1
    place[active] += rng.exponential(1.0, active.size) / rate
    keep = place[active] < N
    active, rate = active[keep], rate[keep]
    draw = rng.random(active.size) * rate
    n_now = photons[active].copy()
    stim = draw < n_now
    absorb = (draw >= n_now) & (draw < 2 * n_now)
    spont = ~(stim | absorb)
    for row, kind in enumerate((stim, absorb, spont)):
        events[row, active[kind]] += 1
    photons[active] += np.where(absorb, -1, 1)
expected = (N * n_small + N**2 / 2, N * n_small + N**2 / 2, N)
for row in range(3):
    error = events[row].std() / np.sqrt(runs)
    assert abs(events[row].mean() - expected[row]) < 5 * error
dev = photons - photons.mean()
var_mc = np.mean(dev**2)
var_error = np.sqrt((np.mean(dev**4) - var_mc**2) / runs)
assert abs(var_mc - var_full) < 5 * var_error
all_events = events.sum(axis=0)
joint_error = var_error + all_events.std() / np.sqrt(runs)
assert abs(var_mc - n_small - all_events.mean()) < 5 * joint_error

# ---------- engineering example ----------
quantum_J = photon * q
n0 = signal_W / (quantum_J * bandwidth)
added_W = N * quantum_J * bandwidth
var_out = n0 + 2 * N * n0 + N + N**2
noise_figure = n0 / (n0**2 / var_out)

# ---------- neglected effects ----------
loss = 10.0


def net_gain(split):
    em, ab = coefficients(photon, fermi_levels(split, gap0, T0), gap0, T0)
    return em - ab - loss


split_net = brentq(net_gain, photon, photon + 0.08)
levels_net = fermi_levels(split_net, gap0, T0)
N_loss = coefficients(photon, levels_net, gap0, T0)[0] * length
density_net = band_density(m_e, levels_net[0], T0)


def added_at(gap, T):
    return coefficients(photon, fermi_levels(photon, gap, T),
                        gap, T)[0] * length


T_hot = 350.0
N_hot = added_at(gap0 - 0.35e-3 * (T_hot - T0), T_hot)
shrink = 0.020
N_shrink = added_at(gap0 - shrink, T0)
w_h = (m_e * m_hh / (m_e + m_hh))**1.5
w_l = (m_e * m_lh / (m_e + m_lh))**1.5
fe_l, fh_l = occupations(photon, levels, gap0, T0, m_lh)
N_light = N * (w_h + w_l * fe_l * fh_l / (f_c * f_hole)) / (w_h + w_l)
rydberg = const.physical_constants[
    'Rydberg constant times hc in eV'][0]
permittivity = 13.5
exciton = rydberg * (m_e * m_hh / (m_e + m_hh)) / permittivity**2
y = 2 * np.pi / np.sqrt((photon - gap0) / exciton)
enhancement = y / (1 - np.exp(-y))
N_screened = N / enhancement

step = 1e-3
lev_up = fermi_levels(photon + step, gap0, T0)
em, ab = coefficients(photon, lev_up, gap0, T0)
slope = (em - ab) / confinement / (band_density(m_e, lev_up[0], T0)
                                   - density)
mode_area, lifetime = 1e-8, 1e-9
saturation_W = quantum_J * mode_area / (slope * lifetime)
E_grid = np.linspace(gap0 + 1e-7, gap0 + 0.4, 8001)
em, ab = coefficients(E_grid, levels, gap0, T0)
g = em - ab
safe_g = np.where(np.abs(g) < 1e-9, 1e-9, g)
spectrum = em * np.expm1(safe_g * length) / safe_g
broad_W = np.sum(spectrum * E_grid * q) * (E_grid[1] - E_grid[0]) * q / const.h
reflect = 1e-4
ripple = ((1 + reflect) / (1 - reflect))**2 - 1
tpa_cm_per_W = 6e-8
tpa = tpa_cm_per_W * signal_W / mode_area * length
edge = photon + const.h * bandwidth / 2 / q
em, ab = coefficients(edge, levels, gap0, T0)
edge_gain = (em - ab) * length

# ---------- output ----------
print(f"wavelength {wavelength_nm:.0f} nm; photon energy {photon:.4f} eV")
print(f"gap {gap0:.3f} eV; temperature {T0:.0f} K")
print(f"masses e, hh, lh: {m_e}, {m_hh}, {m_lh} electron masses")
print(f"reference absorption {alpha_ref:.0f} /cm at "
      f"{excess_ref*1e3:.0f} meV above gap")
print(f"confinement {confinement:.2f}; length {length*1e4:.0f} um")
print(f"transparency density {density:.3e} cm^-3")
print(f"electron level above band edge {levels[0]*k_eV*T0*1e3:.1f} meV")
print(f"hole level inside valence band {levels[1]*k_eV*T0*1e3:.1f} meV")
print(f"common occupation f {f_c:.4f}; f(1-f) {f_c*(1-f_c):.4f}")
print(f"empty-band modal absorption {a/(f_c*f_hole):.1f} /cm")
print(f"emission a {a:.2f} /cm; absorption b {b:.2f} /cm")
print(f"added photons per mode N {N:.3f}")
for row in limit_rows:
    print(f"level split - photon {row[0]:g} meV: n_sp {row[1]:.2f}, "
          f"G-1 {row[2]:.5f}, product {row[3]:.4f}")
print(f"small case: input mean and variance {n_small:.1f} photons")
print(f"full: mean {mean_full:.3f}, variance {var_full:.3f}")
print(f"stimulated only: mean {mean_stim:.3f}, variance {var_stim:.3f}")
print(f"spontaneous only: mean {mean_spon:.3f}, variance {var_spon:.3f}")
print(f"simulated runs {runs}; variance {var_mc:.3f} +- {var_error:.3f}")
print("simulated mean stimulated, absorbed, spontaneous events: "
      + ", ".join(f"{v:.3f}" for v in events.mean(axis=1)))
print("formula for these events: "
      + ", ".join(f"{v:.3f}" for v in expected))
print(f"largest field-picture probability error {field_error:.1e}")
print(f"signal {signal_W*1e6:.0f} uW; filter {bandwidth/1e9:.1f} GHz; "
      f"slot {1e12/bandwidth:.0f} ps")
print(f"signal photons per slot {n0:.1f}")
print(f"added power in filter {added_W*1e9:.3f} nW = "
      f"{10*np.log10(added_W*1e3):.2f} dBm")
print(f"input rms noise {np.sqrt(n0):.1f} photons = "
      f"{100/np.sqrt(n0):.3f} % of signal")
print(f"output rms noise {np.sqrt(var_out):.1f} photons = "
      f"{100*np.sqrt(var_out)/n0:.3f} % of signal")
print(f"beat variance {2*N*n0:.0f}; N+N^2 variance {N+N*N:.2f}")
print(f"noise figure {noise_figure:.3f} = "
      f"{10*np.log10(noise_figure):.2f} dB")
print(f"scattering loss {loss:.0f} /cm: N {N_loss:.3f}, "
      f"density {density_net:.3e} cm^-3")
print(f"  noise figure with this loss {10*np.log10(1+2*N_loss):.2f} dB")
print(f"at {T_hot:.0f} K with gap shift: N {N_hot:.3f}")
print(f"gap shrinkage {shrink*1e3:.0f} meV: N {N_shrink:.3f}")
print(f"with light-hole transitions: N {N_light:.3f}")
print(f"Coulomb enhancement {enhancement:.2f}; if all lost: "
      f"N {N_screened:.3f}")
print(f"  noise figure if all lost {10*np.log10(1+2*N_screened):.2f} dB")
print(f"mode area {mode_area*1e8:.0f} um^2; carrier lifetime "
      f"{lifetime*1e9:.0f} ns")
print(f"differential gain {slope:.2e} cm^2; saturation power "
      f"{saturation_W*1e3:.2f} mW")
print(f"signal/saturation power {signal_W/saturation_W:.2e}")
print(f"unfiltered forward added power {broad_W*1e6:.3f} uW "
      f"(one polarization)")
print(f"  relative to saturation power {broad_W/saturation_W:.2e}")
print(f"facet reflectivity {reflect:.0e}: ripple {100*ripple:.3f} %")
print(f"two-photon coefficient {tpa_cm_per_W*1e9:.0f} cm/GW: "
      f"loss exponent {tpa:.1e}")
print(f"gain exponent at upper filter edge {edge_gain:.2e}")
print("all good")
```

Printed output:

```
wavelength 1550 nm; photon energy 0.7999 eV
gap 0.770 eV; temperature 300 K
masses e, hh, lh: 0.045, 0.45, 0.052 electron masses
reference absorption 5000 /cm at 30 meV above gap
confinement 0.05; length 500 um
transparency density 1.093e+18 cm^-3
electron level above band edge 78.6 meV
hole level inside valence band -48.7 meV
common occupation f 0.8797; f(1-f) 0.1058
empty-band modal absorption 249.6 /cm
emission a 26.41 /cm; absorption b 26.41 /cm
added photons per mode N 1.320
level split - photon 10 meV: n_sp 3.12, G-1 0.61899, product 1.9296
level split - photon 1 meV: n_sp 26.36, G-1 0.05209, product 1.3728
level split - photon 0.01 meV: n_sp 2585.70, G-1 0.00051, product 1.3209
small case: input mean and variance 4.0 photons
full: mean 5.320, variance 17.627
stimulated only: mean 4.000, variance 14.563
spontaneous only: mean 5.320, variance 5.320
simulated runs 100000; variance 17.804 +- 0.114
simulated mean stimulated, absorbed, spontaneous events: 6.161, 6.166, 1.321
formula for these events: 6.153, 6.153, 1.320
largest field-picture probability error 2.2e-15
signal 10 uW; filter 12.5 GHz; slot 80 ps
signal photons per slot 6242.3
added power in filter 2.115 nW = -56.75 dBm
input rms noise 79.0 photons = 1.266 % of signal
output rms noise 150.8 photons = 2.415 % of signal
beat variance 16484; N+N^2 variance 3.06
noise figure 3.641 = 5.61 dB
scattering loss 10 /cm: N 1.509, density 1.224e+18 cm^-3
  noise figure with this loss 6.04 dB
at 350 K with gap shift: N 1.771
gap shrinkage 20 meV: N 1.912
with light-hole transitions: N 1.200
Coulomb enhancement 2.32; if all lost: N 0.569
  noise figure if all lost 3.30 dB
mode area 1 um^2; carrier lifetime 1 ns
differential gain 1.67e-15 cm^2; saturation power 0.77 mW
signal/saturation power 1.30e-02
unfiltered forward added power 2.164 uW (one polarization)
  relative to saturation power 2.82e-03
facet reflectivity 1e-04: ripple 0.040 %
two-photon coefficient 60 cm/GW: loss exponent 3.0e-06
gain exponent at upper filter edge -1.32e-03
all good
```
